# Naive error bars and the blocking curve of an autoregressive series: test program

```python
"""
Error bars for a stationary first-order autoregressive series
    x[t+1] - mu = rho (x[t] - mu) + white noise,  variance of x = sigma^2.
Result under test, with G = (1+rho)/(1-rho), c = 2 rho/(1-rho)^2:
    variance of the mean of n values: V(n) = sigma^2 g(n)/n,
    g(n) = G - c (1-rho^n)/n,
    true error / naive error bar -> sqrt(G) for a long series,
    expected squared error bar from M = N/b blocks of length b:
    E[e_b^2] = (V(b) - V(N))/(M-1).
The mean mu is set to zero in the tests; it cancels in every estimator.
Energies are in hartree (Ha), printed error bars in millihartree (mHa).
"""
import itertools
import math
import numpy as np
from scipy.signal import lfilter


def growth(n, rho):
    limit = (1 + rho) / (1 - rho)
    return limit - 2 * rho * (1 - rho**n) / (n * (1 - rho)**2)


def variance_of_mean(n, rho, sigma):
    return sigma**2 * growth(n, rho) / n


def blocking_curve(b, length, rho, sigma):
    blocks = length // b
    return (variance_of_mean(b, rho, sigma)
            - variance_of_mean(length, rho, sigma)) / (blocks - 1)


def squared_bar(series, b):
    """Blocking estimator applied to each row of an array of series."""
    runs, length = series.shape
    blocks = length // b
    means = series.reshape(runs, blocks, b).mean(axis=2)
    return means.var(axis=1, ddof=1) / blocks


def run_recursion(unit_noise, rho, sigma):
    """Rows of uncorrelated unit-variance numbers -> stationary series."""
    drive = sigma * math.sqrt(1 - rho**2) * unit_noise
    drive[:, 0] = sigma * unit_noise[:, 0]
    return lfilter([1.0], [1.0, -rho], drive, axis=1)


# Exact averages over every sequence of signs (non-Gaussian noise).
short = 12
signs = np.array(list(itertools.product([-1.0, 1.0], repeat=short)))
worst_enumeration = 0.0
for test_rho in (-0.6, 0.3, 0.8, 0.95):
    x = run_recursion(signs, test_rho, 1.3)
    true_var = np.mean(x.mean(axis=1)**2)
    dev = abs(true_var / variance_of_mean(short, test_rho, 1.3) - 1)
    worst_enumeration = max(worst_enumeration, dev)
    for b in (1, 2, 3, 4, 6):
        average = squared_bar(x, b).mean()
        dev = abs(average / blocking_curve(b, short, test_rho, 1.3) - 1)
        worst_enumeration = max(worst_enumeration, dev)
    naive_average = squared_bar(x, 1).mean()
    assert (true_var > naive_average) == (test_rho > 0)
assert worst_enumeration < 1e-10

# Worked example: covariance matrix obtained from the recursion itself.
rho, sigma, N = 0.8, 0.5, 2048
G = (1 + rho) / (1 - rho)
c = 2 * rho / (1 - rho)**2
response = np.zeros((N, N))
response[0, 0] = sigma
for t in range(1, N):
    response[t] = rho * response[t - 1]
    response[t, t] = sigma * math.sqrt(1 - rho**2)
response[response < 1e-30] = 0.0   # far below rounding; avoids underflow
cov = response @ response.T
lags = np.arange(200)
assert np.allclose(cov[700, 700 + lags], sigma**2 * rho**lags, atol=1e-12)
assert np.allclose(np.diag(cov), sigma**2, atol=1e-12)

true_variance = cov.mean()
assert abs(true_variance / variance_of_mean(N, rho, sigma) - 1) < 1e-10

table = []
block_cov = cov
b = 1
while b <= 256:
    M = N // b
    expected = (np.trace(block_cov) - block_cov.sum() / M) / (M * (M - 1))
    assert abs(expected / blocking_curve(b, N, rho, sigma) - 1) < 1e-9
    g_matrix = b * block_cov[0, 0] / sigma**2
    neighbour = block_cov[0, 1] / block_cov[0, 0]
    assert abs(g_matrix - growth(b, rho)) < 1e-9
    assert abs(growth(2 * b, rho) / growth(b, rho) - 1 - neighbour) < 1e-9
    # Gaussian quadratic form: variance = 2 * squared Frobenius norm.
    centred = block_cov - block_cov.mean(axis=0)
    centred = centred - centred.mean(axis=1)[:, None]
    scatter = math.sqrt(2 * np.sum(centred**2)) / np.trace(centred)
    if b >= 64:
        assert abs(scatter / math.sqrt(2 / (M - 1)) - 1) < 0.01
        tail = sigma**2 * (G - c / b - c / N) / N
        assert abs(expected / tail - 1) < 1e-5
    table.append((b, M, g_matrix, neighbour, expected, scatter))
    block_cov = block_cov.reshape(M // 2, 2, M // 2, 2).mean(axis=(1, 3))
    b *= 2
assert all(p[2] < q[2] < G for p, q in zip(table, table[1:]))
assert all(p[4] < q[4] < true_variance for p, q in zip(table, table[1:]))

naive_squared = table[0][4]
ratio = math.sqrt(true_variance / naive_squared)
gN = growth(N, rho)
assert abs(ratio**2 - (N - 1) * gN / (N - gN)) < 1e-8
assert abs(ratio / math.sqrt(G) - 1) < 0.002   # finite-length remainder

# Independent Gaussian simulations.
runs = 4000
rng = np.random.default_rng(12345)
x = run_recursion(rng.standard_normal((runs, N)), rho, sigma)
run_means = x.mean(axis=1)
simulated_error = math.sqrt(np.mean(run_means**2))
assert abs(simulated_error**2 / true_variance - 1) < 5 * math.sqrt(2 / runs)
one_run = []
for b, M, g_b, neighbour, expected, scatter in table:
    bars = squared_bar(x, b)
    assert abs(bars.mean() - expected) < 5 * bars.std() / math.sqrt(runs)
    # sampling error of a standard deviation, for mildly skewed data
    assert abs(bars.std() / bars.mean() / scatter - 1) < 0.12
    one_run.append(math.sqrt(bars[0]))

chosen = 64
cover_naive = np.mean(np.abs(run_means) < np.sqrt(squared_bar(x, 1)))
cover_block = np.mean(np.abs(run_means) < np.sqrt(squared_bar(x, chosen)))
cover_predicted = math.erf(1 / (ratio * math.sqrt(2)))
cover_ideal = math.erf(1 / math.sqrt(2))
binomial = math.sqrt(cover_predicted * (1 - cover_predicted) / runs)
assert abs(cover_naive - cover_predicted) < 5 * binomial
assert abs(cover_block - cover_ideal) < 0.06  # bias and scatter of bar

chosen_row = next(row for row in table if row[0] == chosen)
shortfall_sq = 1 - chosen_row[4] / true_variance
shortfall_bar = 1 - math.sqrt(chosen_row[4] / true_variance)
assert abs(shortfall_sq - c / (chosen * gN)) < 1e-5

print(f"rho = {rho} (dimensionless)")
print(f"sigma = {sigma} Ha")
print(f"series length N = {N} values")
print(f"G = {G:.4f} (dimensionless)")
print(f"c = {c:.4f} (dimensionless)")
print(f"sqrt(G) = {math.sqrt(G):.4f} (dimensionless)")
print(f"g(N) = {gN:.4f} (dimensionless)")
print(f"effective number of values N/g(N) = {N / gN:.1f}")
print(f"rms naive error bar = {1e3 * math.sqrt(naive_squared):.3f} mHa")
print(f"true error of mean = {1e3 * math.sqrt(true_variance):.3f} mHa")
print(f"true error / rms naive bar = {ratio:.4f} (dimensionless)")
print("Blocking table: b, M, g(b), r_b, rms expected bar (mHa),")
print("  bar from one run (mHa), relative scatter of bar (percent,")
print("  half the relative scatter of the squared bar)")
for row, single in zip(table, one_run):
    b, M, g_b, neighbour, expected, scatter = row
    print(f"{b:4d} {M:5d} {g_b:8.4f} {neighbour:8.4f} "
          f"{1e3 * math.sqrt(expected):8.3f} {1e3 * single:8.3f} "
          f"{50 * scatter:7.2f}")
print(f"b = {chosen}: shortfall of squared bar = {100*shortfall_sq:.2f} %")
print(f"b = {chosen}: shortfall of rms bar = {100*shortfall_bar:.2f} %")
print(f"number of simulated runs = {runs}")
print(f"simulated error of mean = {1e3 * simulated_error:.3f} mHa")
print(f"coverage, naive bar, simulated = {100 * cover_naive:.1f} %")
print(f"coverage, naive bar, predicted = {100 * cover_predicted:.1f} %")
print(f"coverage, b = {chosen} bar, simulated = {100*cover_block:.1f} %")
print(f"coverage, ideal Gaussian bar = {100 * cover_ideal:.1f} %")
print(f"enumeration test: series length = {short} values")
print(f"enumeration test: sign sequences = {len(signs)}")
print(f"enumeration test: largest rel. deviation = {worst_enumeration:.1e}")
print("OK")
```

Running it gives:

```
rho = 0.8 (dimensionless)
sigma = 0.5 Ha
series length N = 2048 values
G = 9.0000 (dimensionless)
c = 40.0000 (dimensionless)
sqrt(G) = 3.0000 (dimensionless)
g(N) = 8.9805 (dimensionless)
effective number of values N/g(N) = 228.1
rms naive error bar = 11.027 mHa
true error of mean = 33.110 mHa
true error / rms naive bar = 3.0026 (dimensionless)
Blocking table: b, M, g(b), r_b, rms expected bar (mHa),
  bar from one run (mHa), relative scatter of bar (percent,
  half the relative scatter of the squared bar)
   1  2048   1.0000   0.8000   11.027   10.950    3.33
   2  1024   1.8000   0.7200   14.794   14.625    3.67
   4   512   3.0960   0.5629   19.404   19.072    4.15
   8   256   4.8389   0.3578   24.263   23.930    4.98
  16   128   6.5704   0.1797   28.280   27.130    6.47
  32    64   7.7510   0.0805   30.721   29.444    8.96
  64    32   8.3750   0.0373   31.937   28.778   12.72
 128    16   8.6875   0.0180   32.528   30.510   18.26
 256     8   8.8438   0.0088   32.820   37.102   26.73
b = 64: shortfall of squared bar = 6.96 %
b = 64: shortfall of rms bar = 3.54 %
number of simulated runs = 4000
simulated error of mean = 32.665 mHa
coverage, naive bar, simulated = 26.7 %
coverage, naive bar, predicted = 26.1 %
coverage, b = 64 bar, simulated = 66.5 %
coverage, ideal Gaussian bar = 68.3 %
enumeration test: series length = 12 values
enumeration test: sign sequences = 4096
enumeration test: largest rel. deviation = 5.6e-14
OK
```
